# Z from the Imaginary-Axis Self-Energy Slope and Its Band-Edge Error: test program

```python
"""
Result under test: for a gapped system the slope of Im Sigma(iu) at u = 0 gives
the MIDGAP renormalization factor Z0 = 1/(1 + lam), lam = -d Im Sigma(iu)/du.
Linear extrapolation to an energy E then has the quasiparticle-energy error
    E - E_lin = Z0 * r(E),   |E - E_lin| <= (1 - Z0) E^2 / (W - |E|),
which is at most (1 - Z0)*gap/4 for |E| <= gap/2 and RPA screening.
Symbols: Sigma = diagonal correlation self-energy of G0W0; energies in eV from
midgap; W = distance from midgap to the nearest possible pole of Sigma;
r(E) = Sigma(E) - Sigma(0) + lam*E; E_lin = Z0*(h + Sigma(0)); h = orbital
energy of Hartree-Fock, so that E = h + Sigma(E) is the quasiparticle equation.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf

HARTREE = physical_constants["Hartree energy in eV"][0]

# ---------- Hartree-Fock reference for the NaCl molecule ----------
bond = 2.4
mol = gto.M(atom=[["Na", (0, 0, 0)], ["Cl", (0, 0, bond)]],
            basis="def2-svp", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
C = mf.mo_coeff
nmo = C.shape[1]
nocc = mol.nelectron // 2
eri = HARTREE * np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                          C, C, C, C, optimize=True)
eps = HARTREE * mf.mo_energy
gap = eps[nocc] - eps[nocc - 1]
half = gap / 2
midgap = (eps[nocc] + eps[nocc - 1]) / 2
eps = eps - midgap

D = (eps[None, nocc:] - eps[:nocc, None]).ravel()
K = eri[:nocc, nocc:, :nocc, nocc:].reshape(D.size, D.size)

# ---------- road A: imaginary axis only, quadrature of G0 * Wc ----------
t, wt = np.polynomial.legendre.leggauss(120)
scale = 20.0
freq = scale * (1 + t) / (1 - t)
wfreq = wt * 2 * scale / (1 - t) ** 2
orbitals = {"HOMO": nocc - 1, "LUMO": nocc}
pair = {name: eri[n, :, :nocc, nocc:].reshape(nmo, -1)
        for name, n in orbitals.items()}
stacked = np.vstack([pair[name] for name in orbitals])
screened = np.empty((freq.size, stacked.shape[0]))
for k, x in enumerate(freq):
    response = np.linalg.solve(np.diag((D**2 + x**2) / (4 * D)) + K, stacked.T)
    screened[k] = -np.sum(stacked.T * response, axis=0)
screened = {name: screened[:, j * nmo:(j + 1) * nmo]
            for j, name in enumerate(orbitals)}


def sigma_imag(name, u):
    """Sigma(iu) from the convolution along the imaginary axis."""
    z = 1j * u - eps
    green = 2 * z[None, :] / (z[None, :] ** 2 + freq[:, None] ** 2)
    return -np.sum(wfreq[:, None] * screened[name] * green) / (2 * np.pi)


# ---------- road B: poles and residues from RPA diagonalization ----------
root = np.sqrt(D)
omega2, vec = np.linalg.eigh(np.diag(D**2) + 4 * root[:, None] * K * root)
omega = np.sqrt(omega2)
assert omega[0] >= gap - 1e-8
amplitude = root[:, None] * vec / np.sqrt(omega)
side = np.where(np.arange(nmo) < nocc, -1.0, 1.0)
poles = (eps[:, None] + side[:, None] * omega[None, :]).ravel()
W = half + omega[0]
assert abs(np.min(np.abs(poles)) - W) < 1e-8
residues = {name: (2 * (pair[name] @ amplitude) ** 2).ravel()
            for name in orbitals}


def pole_sum(z, res, pos):
    return np.sum(res / (z - pos))


def slope_real(E, res, pos, step=1e-3):
    """Central difference of Sigma on the real axis."""
    return (pole_sum(E + step, res, pos)
            - pole_sum(E - step, res, pos)) / (2 * step)


u1, u2 = 1.0, 2.0
results = {}
for name, n in orbitals.items():
    res = residues[name]
    for u in (0.0, u1, u2, 10.0):
        assert abs(sigma_imag(name, u) - pole_sum(1j * u, res, poles)) < 1e-6

    # extraction from imaginary-axis data alone
    s0 = sigma_imag(name, 0.0).real
    s1, s2 = sigma_imag(name, u1), sigma_imag(name, u2)
    lam1, lam2 = -s1.imag / u1, -s2.imag / u2
    lam = (4 * lam1 - lam2) / 3
    curv = (4 * (s0 - s1.real) / u1**2 - (s0 - s2.real) / u2**2) / 3
    Z0 = 1 / (1 + lam)
    h = eps[n]
    E_lin = Z0 * (h + s0)
    E_quad = E_lin + Z0 * curv * E_lin**2

    # comparison with the real axis
    lam_real = -slope_real(0.0, res, poles)
    bias1, bias_rich = 1 - lam1 / lam_real, 1 - lam / lam_real
    assert 0 < bias1 <= (u1 / W) ** 2
    assert -1e-6 < bias_rich <= 4 * (u1 / W) ** 4 + 1e-6

    sig_edge = pole_sum(h, res, poles)
    sig_edge_lin = s0 - lam * h
    r_edge = sig_edge - sig_edge_lin
    bound_edge = lam * half**2 / omega[0]
    assert abs(r_edge) <= bound_edge <= lam * gap / 4 + 1e-9
    assert abs(r_edge - curv * h**2) <= lam * half**3 / (W * (W - half))

    E = brentq(lambda x: x - h - pole_sum(x, res, poles),
               -0.9 * W, 0.9 * W, xtol=1e-12)
    r_root = np.sum(res * E**2 / (poles**2 * (E - poles)))
    assert abs((E - E_lin) - Z0 * r_root) < 1e-4
    bound_E = (1 - Z0) * E**2 / (W - abs(E))
    assert abs(E - E_lin) <= bound_E

    lam_edge = -slope_real(h, res, poles)
    assert 9 / 16 * lam <= lam_edge <= 9 / 4 * lam
    below = np.sum((res / poles**2)[poles < 0]) / lam_real
    r_parts = res * h**2 / (poles**2 * (h - poles))
    results[name] = [
        ("orbital energy h from midgap (eV)", h, 4),
        ("Sigma(0) (eV)", s0, 4),
        ("Im Sigma(i 1 eV) (eV)", s1.imag, 6),
        ("Im Sigma(i 2 eV) (eV)", s2.imag, 6),
        ("lam from u = 1 eV alone", lam1, 6),
        ("lam from u = 2 eV alone", lam2, 6),
        ("lam extrapolated to u = 0", lam, 6),
        ("lam from real-axis slope at midgap", lam_real, 6),
        ("Z0 (midgap, imaginary axis)", Z0, 5),
        ("Z at the orbital energy (real axis)", 1 / (1 + lam_edge), 5),
        ("share of lam from poles below midgap", below, 3),
        ("Sigma at edge, true (eV)", sig_edge, 4),
        ("Sigma at edge, linear (eV)", sig_edge_lin, 4),
        ("true minus linear Sigma at edge (eV)", r_edge, 4),
        ("  part from poles below midgap (eV)", r_parts[poles < 0].sum(), 4),
        ("  part from poles above midgap (eV)", r_parts[poles > 0].sum(), 4),
        ("bound lam*half^2/Omega_min (eV)", bound_edge, 4),
        ("bound lam*gap/4 (eV)", lam * gap / 4, 4),
        ("curvature c = Sigma''(0)/2 (1/eV)", curv, 6),
        ("E true root, from midgap (eV)", E, 4),
        ("E_lin, from midgap (eV)", E_lin, 4),
        ("E - E_lin (eV)", E - E_lin, 4),
        ("bound on |E - E_lin| (eV)", bound_E, 4),
        ("estimate Z0*c*E_lin^2 (eV)", E_quad - E_lin, 4),
        ("E minus corrected E_lin (eV)", E - E_quad, 4),
        ("E true root, from vacuum (eV)", E + midgap, 3),
    ]

# ---------- random positive-weight poles outside three half gaps ----------
rng = np.random.default_rng(7)
largest = 0.0
for _ in range(2000):
    count = rng.integers(1, 6)
    pos = rng.choice([-1, 1], count) * (3 + rng.exponential(2.0, count))
    res = rng.exponential(1.0, count)
    lam_r = -pole_sum(1e-4j, res, pos).imag / 1e-4
    Z_r = 1 / (1 + lam_r)
    E_r = rng.uniform(-1, 1)
    h_r = E_r - pole_sum(E_r, res, pos)
    error = E_r - Z_r * (h_r + pole_sum(0.0, res, pos))
    ratio = abs(error) / ((1 - Z_r) * 2 / 4)
    largest = max(largest, ratio)
    assert ratio <= 1 + 1e-6
    factor = -slope_real(1.0, res, pos) / lam_r
    assert 9 / 16 - 1e-5 <= factor <= 9 / 4 + 1e-5

# ---------- one-pole model with round parameters ----------
model_gap, model_Z0 = 2.0, 0.8
edge = model_gap / 2
model = []
for excitation in (2.0, 16.0):
    pos = np.array([edge + excitation])
    res = (1 / model_Z0 - 1) * pos**2
    Z_m = 1 / (1 - pole_sum(1e-4j, res, pos).imag / 1e-4)
    h_m = edge - pole_sum(edge, res, pos)
    error = edge - Z_m * (h_m + pole_sum(0.0, res, pos))
    assert abs(error + (1 - model_Z0) * edge**2 / excitation) < 1e-6
    Z_edge = 1 / (1 - slope_real(edge, res, pos))
    model.append((excitation, error, Z_edge))
sharp = (1 - model_Z0) * model_gap / 4
assert abs(abs(model[0][1]) - sharp) < 1e-6

# ---------- printed numbers ----------
print(f"NaCl bond length (angstrom): {bond:.1f}")
print(f"orbitals, occupied orbitals: {nmo}, {nocc}")
print(f"Hartree-Fock gap (eV): {gap:.4f}")
print(f"half gap (eV): {half:.4f}")
print(f"midgap from vacuum (eV): {midgap:.4f}")
print(f"lowest RPA excitation Omega_min (eV): {omega[0]:.4f}")
print(f"nearest pole distance W (eV): {W:.4f}")
print(f"limit (u/W)^2 at u = 1 eV: {(u1 / W)**2:.2e}")
print(f"limit 4(u/W)^4 at u = 1 eV: {4 * (u1 / W)**4:.2e}")
print("quantity: HOMO | LUMO")
for (label, a, digits), (_, b, _) in zip(results["HOMO"], results["LUMO"]):
    print(f"{label}: {a:.{digits}f} | {b:.{digits}f}")
print(f"random poles, largest error/bound: {largest:.3f}")
print(f"model gap (eV), model Z0: {model_gap:.1f}, {model_Z0:.1f}")
print(f"model bound (1-Z0)*gap/4 (eV): {sharp:.4f}")
for excitation, error, Z_edge in model:
    print(f"model Omega {excitation:.0f} eV: E-E_lin (eV) {error:.4f}, "
          f"Z at edge {Z_edge:.4f}")
print("success")
```

It prints:

```
NaCl bond length (angstrom): 2.4
orbitals, occupied orbitals: 33, 14
Hartree-Fock gap (eV): 8.8444
half gap (eV): 4.4222
midgap from vacuum (eV): -4.7083
lowest RPA excitation Omega_min (eV): 8.8769
nearest pole distance W (eV): 13.2991
limit (u/W)^2 at u = 1 eV: 5.65e-03
limit 4(u/W)^4 at u = 1 eV: 1.28e-04
quantity: HOMO | LUMO
orbital energy h from midgap (eV): -4.4222 | 4.4222
Sigma(0) (eV): 0.4278 | -0.0593
Im Sigma(i 1 eV) (eV): -0.052093 | -0.003363
Im Sigma(i 2 eV) (eV): -0.103765 | -0.006685
lam from u = 1 eV alone: 0.052093 | 0.003363
lam from u = 2 eV alone: 0.051883 | 0.003343
lam extrapolated to u = 0: 0.052163 | 0.003370
lam from real-axis slope at midgap: 0.052164 | 0.003371
Z0 (midgap, imaginary axis): 0.95042 | 0.99664
Z at the orbital energy (real axis): 0.93558 | 0.99524
share of lam from poles below midgap: 0.737 | 0.182
Sigma at edge, true (eV): 0.6901 | -0.0768
Sigma at edge, linear (eV): 0.6584 | -0.0742
true minus linear Sigma at edge (eV): 0.0317 | -0.0026
  part from poles below midgap (eV): 0.0352 | 0.0004
  part from poles above midgap (eV): -0.0036 | -0.0030
bound lam*half^2/Omega_min (eV): 0.1149 | 0.0074
bound lam*gap/4 (eV): 0.1153 | 0.0075
curvature c = Sigma''(0)/2 (1/eV): 0.001209 | -0.000096
E true root, from midgap (eV): -3.7755 | 4.3457
E_lin, from midgap (eV): -3.7964 | 4.3483
E - E_lin (eV): 0.0209 | -0.0025
bound on |E - E_lin| (eV): 0.0742 | 0.0071
estimate Z0*c*E_lin^2 (eV): 0.0166 | -0.0018
E minus corrected E_lin (eV): 0.0044 | -0.0007
E true root, from vacuum (eV): -8.484 | -0.363
random poles, largest error/bound: 0.743
model gap (eV), model Z0: 2.0, 0.8
model bound (1-Z0)*gap/4 (eV): 0.1000
model Omega 2 eV: E-E_lin (eV) -0.1000, Z at edge 0.6400
model Omega 16 eV: E-E_lin (eV) -0.0125, Z at edge 0.7799
success
```
